# Leading periodic-image correction for a singly charged defect in a cubic cell: test program

```python
"""Leading periodic-image correction for a charged defect in a cubic cell.

Result under test:
    E_isolated - E_periodic = alpha q^2 e^2 / (8 pi eps0 eps L)
q: charge number, L: cell length, eps: relative permittivity,
alpha: constant of a simple cubic array of point charges in a uniform
neutralizing background. The correction is added to the periodic energy.
Scaled units: length L = 1 and Coulomb potential 1/r.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import erf, erfc


def integer_vectors(nmax):
    """All nonzero integer triples with components up to nmax."""
    axis = np.arange(-nmax, nmax + 1)
    grid = np.array(np.meshgrid(axis, axis, axis, indexing="ij"))
    vectors = grid.reshape(3, -1).T.astype(float)
    return vectors[np.any(vectors != 0, axis=1)]


VECTORS = integer_vectors(12)
NORM2 = np.sum(VECTORS**2, axis=1)


def regular_potential(point, kappa):
    """Zero-average periodic potential minus the charge's own 1/r."""
    point = np.asarray(point, dtype=float)
    r = np.linalg.norm(point)
    distance = np.linalg.norm(VECTORS - point, axis=1)
    real_part = np.sum(erfc(kappa * distance) / distance)
    g2 = 4 * np.pi**2 * NORM2
    phase = np.cos(2 * np.pi * VECTORS @ point)
    recip_part = np.sum(4 * np.pi * np.exp(-g2 / (4 * kappa**2)) / g2 * phase)
    own = -2 * kappa / np.sqrt(np.pi) if r == 0 else -erf(kappa * r) / r
    return real_part + recip_part + own - np.pi / kappa**2


# Screening: minimize field energy plus polarization cost for one component.
rho, G, chi = sp.symbols("rho G chi", positive=True)
P = sp.symbols("P", real=True)
energy = (rho - G * P)**2 / (2 * G**2) + P**2 / (2 * chi)
P_min = sp.solve(sp.diff(energy, P), P)[0]
assert sp.simplify(energy.subs(P, P_min) - rho**2 / (2 * G**2 * (1 + chi))) == 0
assert sp.simplify(sp.diff(energy, P, 2) - (1 + 1 / chi)) == 0

# Space integral of the short-range potential erfc(kappa r)/r.
for kappa in (0.8, 1.7):
    integral = quad(lambda r: 4 * np.pi * r * erfc(kappa * r), 0, np.inf)[0]
    assert abs(integral - np.pi / kappa**2) < 1e-7

# Hand formula, shell by shell, against the general split at other kappa.
shells = []
for n2 in range(1, 7):
    count = int(np.sum(NORM2 == n2))
    n = np.sqrt(n2)
    term = erfc(np.sqrt(np.pi) * n) / n + np.exp(-np.pi * n2) / (np.pi * n2)
    shells.append((n2, count, count * term))
alpha = 3 - sum(shell[2] for shell in shells)
for kappa in (1.3, 2.5, 3.5):
    assert abs(alpha + regular_potential((0, 0, 0), kappa)) < 1e-7

# Independent direct sum of neutral cubes: point charge plus background.
x40, w40 = np.polynomial.legendre.leggauss(40)
x40, w40 = x40 / 2, w40 / 2
face = w40[:, None] * w40[None, :] / np.sqrt(
    x40[:, None]**2 + x40[None, :]**2 + 0.25)
own_cube = 1.5 * np.sum(face)       # six pyramids with apex at the centre
x10, w10 = np.polynomial.legendre.leggauss(10)
x10, w10 = x10 / 2, w10 / 2
nodes = np.array(np.meshgrid(x10, x10, x10, indexing="ij")).reshape(3, -1).T
weights = np.einsum("i,j,k->ijk", w10, w10, w10).ravel()
other_cubes = 0.0
for centre in VECTORS[NORM2 <= 144]:
    separation = np.sqrt(np.sum((nodes + centre)**2, axis=1))
    other_cubes += 1 / np.linalg.norm(centre) - np.sum(weights / separation)
average = np.pi / 6                # average potential of the neutral cubes
alpha_cubes = own_cube - other_cubes + average
assert abs(alpha_cubes - alpha) < 1e-4   # finite radius of the direct sum

# Quadratic term near the charge; the tolerance covers the r^4 term.
for direction in ((1, 0, 0), (1, 1, 0), (1, 1, 1)):
    unit = np.array(direction) / np.linalg.norm(direction)
    rise = regular_potential(0.05 * unit, 2.0) + alpha
    assert abs(rise - 2 * np.pi * 0.05**2 / 3) < 5e-5

COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e10   # eV angstrom


def leading_correction(q, length, eps):
    return alpha * q**2 * COULOMB / (2 * eps * length)


def gaussian_energies(q, length, eps, sigma):
    """Periodic and isolated energies in eV, straight from Fourier space."""
    g2 = (2 * np.pi / length)**2 * NORM2
    periodic = 2 * np.pi / length**3 * np.sum(np.exp(-g2 * sigma**2) / g2)
    isolated = quad(lambda t: np.exp(-t * t), 0, np.inf)[0] / (np.pi * sigma)
    scale = q**2 * COULOMB / eps
    return scale * periodic, scale * isolated


def spread_term(q, length, eps, sigma):
    return 2 * np.pi * q**2 * COULOMB * sigma**2 / (eps * length**3)


for q, length, eps, sigma in ((1, 10, 10, 1.0), (2, 14, 6, 1.2), (1, 8, 3, 0.7)):
    periodic, isolated = gaussian_energies(q, length, eps, sigma)
    predicted = (leading_correction(q, length, eps)
                 - spread_term(q, length, eps, sigma))
    assert abs(isolated - periodic - predicted) < 1e-6

# Worked example and the size of neglected effects.
charge, cell, permittivity = 1, 10.0, 10.0
electronic_permittivity, sigma = 3.0, 1.0
temperature, depth, near_distance, target = 1000.0, 1.0, 2.0, 0.05
correction = leading_correction(charge, cell, permittivity)
assert abs(correction - 0.20) < 0.01
periodic, isolated = gaussian_energies(charge, cell, permittivity, sigma)
thermal = const.k * temperature / const.e
decay = np.sqrt(2 * const.m_e * depth * const.e) / const.hbar * 1e-10
tunnel_factor = np.exp(-decay * cell)
extra_field = (4 * np.pi / 3 * COULOMB * near_distance
               / (permittivity * cell**3) * 100)   # V/angstrom to MV/cm

print(f"charge number: {charge}")
print(f"cell length: {cell:.1f} angstrom")
print(f"relative permittivity: {permittivity:.1f}")
print(f"e^2/(4 pi eps0): {COULOMB:.4f} eV angstrom")
for n2, count, value in shells[:4]:
    print(f"shell n^2={n2}, {count} vectors, contribution: {value:.7f}")
print(f"sum of all shells used: {3 - alpha:.6f}")
print(f"alpha from shells: {alpha:.6f}")
print(f"neutral cubes, own background integral: {own_cube:.5f}")
print(f"neutral cubes, potential of other cubes: {other_cubes:.5f}")
print(f"neutral cubes, average potential: {average:.5f}")
print(f"alpha from neutral cubes: {alpha_cubes:.5f}")
print(f"leading correction, to be added: {correction:.4f} eV")
print(f"leading correction: {correction * 1000:.1f} meV")
print(f"same cell, charge number 2: {leading_correction(2, cell, permittivity):.4f} eV")
print(f"same charge, cell 20 angstrom: {leading_correction(1, 20, permittivity):.4f} eV")
print(f"target correction: {target:.2f} eV")
print(f"cell length for target: {cell * correction / target:.1f} angstrom")
print(f"Gaussian standard deviation: {sigma:.1f} angstrom")
print(f"Gaussian periodic energy: {periodic:.4f} eV")
print(f"Gaussian isolated energy: {isolated:.4f} eV")
print(f"Gaussian energy difference: {isolated - periodic:.4f} eV")
print(f"periodic energy plus leading correction: {periodic + correction:.4f} eV")
print(f"excess left by leading correction: {periodic + correction - isolated:.4f} eV")
print(f"spread term from formula: {spread_term(1, cell, permittivity, sigma):.4f} eV")
print(f"electronic permittivity, rough: {electronic_permittivity:.1f}")
print(f"correction with frozen ions: {leading_correction(1, cell, electronic_permittivity):.4f} eV")
print(f"correction at permittivity 9: {leading_correction(1, cell, 9):.4f} eV")
print(f"correction at permittivity 11: {leading_correction(1, cell, 11):.4f} eV")
print(f"temperature: {temperature:.0f} K")
print(f"thermal energy: {thermal:.4f} eV")
print(f"concentration overestimate if uncorrected: factor {np.exp(correction / thermal):.1f}")
print(f"level depth for tunnelling estimate: {depth:.1f} eV")
print(f"wave-function decay constant: {decay:.3f} per angstrom")
print(f"tunnelling factor over one cell: {tunnel_factor:.4f}")
print(f"tunnelling energy scale: {depth * tunnel_factor:.4f} eV")
print(f"distance for extra field: {near_distance:.1f} angstrom")
print(f"extra field from periodicity: {extra_field:.2f} MV/cm")
print("verified")
```

Printed output:

```
charge number: 1
cell length: 10.0 angstrom
relative permittivity: 10.0
e^2/(4 pi eps0): 14.3996 eV angstrom
shell n^2=1, 6 vectors, contribution: 0.1556658
shell n^2=2, 12 vectors, contribution: 0.0068992
shell n^2=3, 8 vectors, contribution: 0.0001338
shell n^2=4, 6 vectors, contribution: 0.0000033
sum of all shells used: 0.162703
alpha from shells: 2.837297
neutral cubes, own background integral: 2.38008
neutral cubes, potential of other cubes: 0.06638
neutral cubes, average potential: 0.52360
alpha from neutral cubes: 2.83730
leading correction, to be added: 0.2043 eV
leading correction: 204.3 meV
same cell, charge number 2: 0.8171 eV
same charge, cell 20 angstrom: 0.1021 eV
target correction: 0.05 eV
cell length for target: 40.9 angstrom
Gaussian standard deviation: 1.0 angstrom
Gaussian periodic energy: 0.2110 eV
Gaussian isolated energy: 0.4062 eV
Gaussian energy difference: 0.1952 eV
periodic energy plus leading correction: 0.4153 eV
excess left by leading correction: 0.0090 eV
spread term from formula: 0.0090 eV
electronic permittivity, rough: 3.0
correction with frozen ions: 0.6809 eV
correction at permittivity 9: 0.2270 eV
correction at permittivity 11: 0.1857 eV
temperature: 1000 K
thermal energy: 0.0862 eV
concentration overestimate if uncorrected: factor 10.7
level depth for tunnelling estimate: 1.0 eV
wave-function decay constant: 0.512 per angstrom
tunnelling factor over one cell: 0.0060
tunnelling energy scale: 0.0060 eV
distance for extra field: 2.0 angstrom
extra field from periodicity: 1.21 MV/cm
verified
```
